# Voltage step across a charged insulating interlayer

## Problem

A thin insulating layer separates a metal from a semiconductor. The metal–insulator interface lies at $z=0$ and carries $+N$ elementary charges per unit area. The insulator–semiconductor interface lies at $z=d$ and carries $-N$ per unit area. These are net free charges: they include any carriers collected at the interface, but not the polarization charge of the insulator, which is described by its relative permittivity $\varepsilon$. No electric field enters the structure from outside, and the semiconductor has no space charge of its own.

Hartree atomic units are used: $e=1$ and $4\pi\varepsilon_0=1$, lengths are in bohr ($a_0$), and potentials are in hartree/$e$. The model parameters are

$$N=3.0\times10^{-4}\,a_0^{-2},\qquad d=20\,a_0,\qquad \varepsilon=4 .$$

1. Find the sign and the size of the potential change from the metal side to the semiconductor side.
2. How does the answer change if $N$ is the total interface charge, polarization included? How does it change if the insulator consists of two equally thick layers with permittivities 2 and 6?
3. What happens if the two charges do not quite balance?
4. The charges are discrete. How far from the interfaces must the potential be read for the result to hold locally?

## First estimate by scaling

In these units a potential is a charge divided by a length, and a field is a charge divided by a length squared. The areal density $N$ therefore already has the dimension of a field. The response is linear, so the field is proportional to $N$, and the dielectric reduces it by $\varepsilon$. For wide interfaces the field between them, averaged parallel to the interfaces, does not vary with position, so the averaged potential difference is this field times $d$:

$$|\Delta\phi|\sim\frac{Nd}{\varepsilon}
=\frac{3.0\times10^{-4}\times20}{4}=1.5\times10^{-3}\ \text{hartree}/e .$$

The same estimate follows from a single pair of opposite charges. On a square lattice the spacing between pairs is $a=N^{-1/2}$. One pair has the dipole moment $d$, and at a distance of order $a$ it produces a potential of order $d/(\varepsilon a^2)=Nd/\varepsilon$. The estimate fixes the dependence on $N$, $d$ and $\varepsilon$, but not the numerical factor.

## Exact solution for the averaged potential

**From three dimensions to one.** Let the permittivity depend on $z$ alone. The potential then obeys

$$\nabla\cdot\left[\varepsilon(z)\nabla\phi\right]=-4\pi\rho ,$$

where $\rho$ is the free charge density. Average this equation over a large area parallel to the interfaces. The derivatives along $x$ and $y$ turn into an integral around the edge of the area, divided by the area. This vanishes for a periodic arrangement, and it becomes negligible for any uniform arrangement as the area grows. With the averaged field $E=-d\phi/dz$ and $D=\varepsilon E$, what remains is

$$\frac{dD}{dz}=4\pi\rho(z),\qquad \rho(z)=N\delta(z)-N\delta(z-d).$$

From here on, $\phi$ and $\rho$ denote lateral averages until the discrete charges are treated.

**The field.** In the metal $D=0$. Crossing $z=0$ raises $D$ by $4\pi N$, and crossing $z=d$ lowers it by the same amount. Hence

$$D=4\pi N\quad(0<z<d),\qquad D=0\quad\text{elsewhere}.$$

The field in the insulator is

$$E=\frac{4\pi N}{\varepsilon}
=\frac{4\pi\times3.0\times10^{-4}}{4}
=9.42\times10^{-4}\ \text{hartree}/(e\,a_0).$$

It points from the positive to the negative interface. In laboratory units the model has $N=1.1\times10^{13}$ cm$^{-2}$, $d=1.06$ nm and $E=4.8$ MV/cm. A layer this thin is only a few atoms thick, so $\varepsilon$ is a model parameter here and need not equal the bulk permittivity of the insulator.

**The step.** Since $d\phi/dz=-E$,

$$\phi(d)-\phi(0)=-\int_0^d E\,dz=-\frac{4\pi Nd}{\varepsilon}.$$

With the numbers inserted,

$$\phi(d)-\phi(0)=-9.42\times10^{-4}\times20=-0.0188\ \text{hartree}/e .$$

The magnitude of the voltage step is 0.0188 hartree/$e$, or 0.513 V. To return to SI units, note that $4\pi$ stands for $1/\varepsilon_0$ when $4\pi\varepsilon_0=1$, and that each elementary charge contributes a factor $e$:

$$|\Delta\phi|=\frac{eNd}{\varepsilon_0\varepsilon}.$$

The potential is lower on the semiconductor side. An electron has charge $-1$, so its potential energy there is higher by 0.513 eV. If all other contributions to the band alignment stay fixed, the barrier for electrons passing from the metal into the semiconductor is raised by this amount relative to the contact without interface charge.

The permittivities of the outer regions do not appear, because $D=0$ there. A numerical solution of the averaged equation with three different pairs of outer permittivities gave the same step.

**Charge with a finite thickness.** Suppose the charges are spread along $z$ in a uniform dielectric. Take points $L$ and $R$ to the left and right of all the charge, where $D=0$. Integration by parts gives

$$\phi(R)-\phi(L)=-\frac1\varepsilon\int_L^R D\,dz
=-\frac1\varepsilon\left(\big[zD\big]_L^R-\int_L^R z\,\frac{dD}{dz}\,dz\right)
=\frac{4\pi}{\varepsilon}\int_L^R z\rho\,dz .$$

The boundary term vanishes. If the positive and negative charges have centroids $z_+$ and $z_-$, the last integral equals $N(z_+-z_-)$. The earlier result is recovered with $d=z_--z_+$. The separation that matters is thus the distance between centroids, whatever the widths of the two distributions. If the permittivity changes within the charge distribution, $1/\varepsilon(z)$ must stay under the integral and this simple rule is lost.

## Which charge, and which permittivity

**Free or total charge.** The electric field itself responds to all charge, $dE/dz=4\pi\rho_{\text{total}}$. At $z=0$ it jumps from zero to $4\pi N/\varepsilon$, so the total charge there is

$$N_{\text{total}}=\frac{N}{\varepsilon}=7.5\times10^{-5}\,a_0^{-2}.$$

The difference from the free charge is the polarization charge,

$$N_{\text{bound}}=\frac N\varepsilon-N=-\left(1-\frac1\varepsilon\right)N
=-2.25\times10^{-4}\,a_0^{-2}.$$

It cancels three quarters of the free charge. If the stated density $3.0\times10^{-4}\,a_0^{-2}$ is already the total charge, the screening is contained in it and must not be applied again. The step is then $4\pi Nd=0.0754$ hartree/$e$, four times the earlier value. The field is then 19 MV/cm, above the breakdown field of thick silicon dioxide films (roughly 10 MV/cm), so this number illustrates the bookkeeping rather than a typical operating condition.

**Two layers.** There is no free charge at the boundary between the two halves, so $D=4\pi N$ in both, while $E=D/\varepsilon$ differs. The two potential drops add:

$$|\Delta\phi|=4\pi N\left(\frac{d/2}{\varepsilon_1}+\frac{d/2}{\varepsilon_2}\right)
=4\pi\times3.0\times10^{-4}\left(\frac{10}{2}+\frac{10}{6}\right)
=0.0251\ \text{hartree}/e .$$

Writing this as $4\pi Nd/\varepsilon_{\text{eff}}$ gives

$$\frac1{\varepsilon_{\text{eff}}}=\frac12\left(\frac1{\varepsilon_1}+\frac1{\varepsilon_2}\right)=\frac13 .$$

The effective permittivity is 3, although the arithmetic mean is 4. The direction of the difference is general for two equal layers, because

$$\frac{\varepsilon_1+\varepsilon_2}{2\varepsilon_1\varepsilon_2}-\frac{2}{\varepsilon_1+\varepsilon_2}
=\frac{(\varepsilon_1-\varepsilon_2)^2}{2\varepsilon_1\varepsilon_2(\varepsilon_1+\varepsilon_2)}\ge0 .$$

The left side is $1/\varepsilon_{\text{eff}}$ minus the inverse of the arithmetic mean. Using the arithmetic mean therefore underestimates the step whenever the layers differ. Physically, the weakly polarizable layer carries the larger field and most of the drop.

## Charges that do not balance

Let the semiconductor-side interface carry $-(N-\delta)$, with the field in the metal still zero. In the insulator $D=4\pi N$ as before, so the drop across it remains 0.0188 hartree/$e$. Beyond the second interface

$$D=4\pi N-4\pi(N-\delta)=4\pi\delta .$$

In a semiconductor of permittivity $\varepsilon_s$ this leaves the field $4\pi\delta/\varepsilon_s$. For $\delta=3.0\times10^{-5}\,a_0^{-2}$, a tenth of $N$, and $\varepsilon_s=12$,

$$E_s=\frac{4\pi\times3.0\times10^{-5}}{12}=3.14\times10^{-5}\ \text{hartree}/(e\,a_0).$$

This is 30 times weaker than the field in the insulator, but it does not end at the interface. The further drop equals the drop across the insulator after a distance

$$\frac{0.01885}{3.142\times10^{-5}}\,a_0\approx600\,a_0 .$$

There is then no flat potential on the right from which a single step could be read. In a doped semiconductor, space charge would eventually end this field, and the potential drop in that region would have to be calculated separately. The formula $4\pi Nd/\varepsilon$ would still give the part that falls across the insulator, with $N$ the charge on the metal side.

## Discrete charges

For the chosen density the lattice spacing is $a=N^{-1/2}=57.7\,a_0$, almost three times the layer thickness. The interfaces are far from uniformly charged on the scale of $d$. The averaged result is unaffected, since its derivation did not assume uniform sheets, but the local potential differs from the average.

To find the difference, take a uniform medium of permittivity $\varepsilon$ and place each negative charge directly opposite a positive one on a square lattice. With the origin on a positive charge, the density of the positive lattice is

$$\rho_+(\mathbf r,z)=N\,\delta(z)\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},$$

where $\mathbf r$ lies in the plane and $\mathbf G$ runs over the reciprocal lattice. The term $\mathbf G=0$ is the average already treated. For $G=|\mathbf G|\neq0$ the potential component obeys

$$\phi_G''-G^2\phi_G=-\frac{4\pi N}{\varepsilon}\delta(z).$$

The solution that decays on both sides is $\phi_G=A\,e^{-G|z|}$. Its slope jumps by $-2GA$ at $z=0$, and this must equal $-4\pi N/\varepsilon$. Hence $A=2\pi N/(\varepsilon G)$.

Now read the potential on the line through a pair, at a distance $h$ outside each sheet. At $z=-h$ the two lattices together contribute

$$\frac{2\pi N}{\varepsilon G}\left(e^{-Gh}-e^{-G(h+d)}\right),$$

and at $z=d+h$ they contribute the negative of this. The local step is the difference between the two points. Its excess over the average, relative to the average step $4\pi Nd/\varepsilon$, is

$$\eta(h)=\sum_{\mathbf G\neq0}\frac{e^{-Gh}\left(1-e^{-Gd}\right)}{Gd}.$$

The smallest reciprocal vectors have $G=2\pi/a$, so at large $h$ the excess decays over the length $a/2\pi=9.2\,a_0$. Direct summation over point charges gives

- $\eta=8.8\,\%$ at $h=a/2$,
- $\eta=0.32\,\%$ at $h=a$,
- $\eta$ below $0.005\,\%$ at $h=2a$.

The sums agree with the formula for $\eta$ to within $0.002\,\%$ of the average step at all three distances.

On a line through the centre of a lattice square, the four leading terms change sign, because $\cos(\mathbf G\cdot\mathbf r)=\cos\pi=-1$. The local step there is smaller than the average once these terms dominate. These percentages belong to the uniform medium with facing charges. In the actual structure the potential inside the metal is flat, and the semiconductor screens the variation further. Take an ideal metal at $z<0$, point charges at $z=d$ and permittivity $\varepsilon_s$ beyond. Each component then varies as $\sinh Gz$ in the insulator and as $e^{-G(z-d)}$ in the semiconductor. Matching the jump of $D$ at $z=d$ replaces each term of $\eta$ by $\varepsilon e^{-Gh}/[Gd(\varepsilon_s+\varepsilon\coth Gd)]$. For $\varepsilon_s=12$ this gives 2.4 % at $h=a/2$ and 0.09 % at $h=a$. The decay length $a/2\pi$ is unchanged.

Disorder matters more, because it removes the exponential decay. Suppose the facing pairs are placed independently at random, and treat each as a dipole at distance $s=h+d/2$. A pair at lateral distance $r$ then adds $2ds/[\varepsilon(r^2+s^2)^{3/2}]$ to the local step. For independent positions the variance of the step is

$$N\int_0^\infty\frac{4d^2s^2}{\varepsilon^2(r^2+s^2)^3}\,2\pi r\,dr=\frac{2\pi Nd^2}{\varepsilon^2s^2}.$$

Relative to the average step, the root-mean-square deviation is $a/(\sqrt{8\pi}\,s)\approx0.2\,a/s$. This is 17 % at $h=a$ and still 2.4 % at $h=8a$, again for the uniform medium. With an ideal metal on the left and $\varepsilon_s=12$ on the right the values are 11 % and 2.2 %, and the slow decay remains.

## Comparison of estimate and solution

The scaling estimate has the correct dependence on $N$, $d$ and $\varepsilon$, but it is too small by the factor

$$\frac{0.01885}{0.0015}=12.6\approx4\pi .$$

The estimate counted one pair at a distance of order $a$, whereas the potential is a sum over many. A finite interface in a uniform medium of permittivity $\varepsilon$ shows how the sum builds up. On the axis of a uniformly charged disc of radius $R$ and density $N$, at distance $s$, the potential is

$$\frac{N}{\varepsilon}\int_0^R\frac{2\pi r\,dr}{\sqrt{r^2+s^2}}
=\frac{2\pi N}{\varepsilon}\left(\sqrt{R^2+s^2}-s\right).$$

At $z=-h$ the positive disc is at $s=h$ and the negative disc at $s=h+d$. Subtracting the two contributions gives

$$\phi(-h)=\frac{2\pi N}{\varepsilon}\left[d-\sqrt{R^2+(h+d)^2}+\sqrt{R^2+h^2}\right].$$

For $R\gg h+d$, expand both roots with $\sqrt{R^2+s^2}\approx R+s^2/(2R)$. Their difference is $[(h+d)^2-h^2]/(2R)=d(2h+d)/(2R)$, so

$$\phi(-h)\approx\frac{2\pi Nd}{\varepsilon}\left(1-\frac{h+d/2}{R}\right).$$

The potential at $z=d+h$ is the negative of this. Each side thus supplies $2\pi Nd/\varepsilon$ for a wide interface, and the difference between the sides supplies the missing $4\pi$.

The same expression explains why the step does not fade with distance while $h\ll R$. About $h^2/a^2$ pairs lie within a lateral distance $h$, and each contributes a potential of order $d/(\varepsilon h^2)$. The product is again of order $Nd/\varepsilon$, independent of $h$.

The local potential therefore shows the averaged step in a window. For the square lattice the reading distance must be at least about $a$, so that the individual charges are no longer resolved; for randomly placed pairs it must be many times $a$. In both cases $h+d/2$ must be small compared with $R$, so that the edge is not felt. At $h=a$ the discreteness of the charges costs 0.32 % for the square lattice, but about 17 % (root mean square) for randomly placed pairs. The edge costs a fraction $(h+d/2)/R$, which at $h=a$ is $(57.7+10)/R$ with $R$ in bohr, or about 1 % for an interface of radius $6800\,a_0$. These figures are for the uniform medium. With an ideal metal and a semiconductor of permittivity 12 the discreteness costs 0.09 % (lattice) and 11 % (random), and the edge costs $(h+\varepsilon_s d/\varepsilon)/R$, or 1.7 % at the same radius. The numerical output below lists the main computed values.

## Table of computed values

```
areal density N = 3.0e-04 a0^-2
separation d = 20.0 a0
relative permittivity = 4.0
field in interlayer = 9.4248e-04 hartree/(e a0)
voltage step (magnitude) = 0.01885 hartree/e
voltage step (magnitude) = 0.5129 V
phi(right) - phi(left) = -0.01885 hartree/e
step with permittivity 1 = 0.07540 hartree/e
total charge, left interface = 7.500e-05 e/a0^2
bound charge, left interface = -2.250e-04 e/a0^2
two-layer permittivities = 2.0 and 6.0
two-layer step = 0.02513 hartree/e
two-layer effective permittivity = 3.000
imbalance delta = 3.0e-05 a0^-2
semiconductor permittivity = 12.0
insulator drop, unbalanced = 0.01885 hartree/e
semiconductor field, unbalanced = 3.142e-05 hartree/(e a0)
charge spacing a = 57.74 a0
decay length a/(2 pi) = 9.19 a0
local excess of step at h = 0.5 a: 8.835 %
local excess of step at h = 1.0 a: 0.322 %
local excess of step at h = 2.0 a: 0.001 %
```
